# Potential of a periodic surface charge on a grounded dielectric film, part 2

A dielectric film of thickness $h$ and permittivity $\epsilon_1=k_1\epsilon_0$ lies on a grounded metal plane at $z=0$. The medium above has permittivity $\epsilon_2=k_2\epsilon_0$. We seek the potential $\phi$ produced by free charge on the interface $z=h$. Equations are in SI units. The model assumes static charge, linear, uniform and isotropic media, and an ideally conducting metal.

A charge density $\sigma_q\cos(qx)$ gives the potential $f(z)\cos(qx)$, with amplitude $\phi_q=f(h)$ on the interface:

$$G(q)\equiv\frac{\phi_q}{\sigma_q}=\frac{1}{q\left[\epsilon_2+\epsilon_1\coth(qh)\right]}. \tag{2}$$

$$f(z)=\phi_q\,\frac{\sinh(qz)}{\sinh(qh)}\quad(0\le z\le h),\qquad
f(z)=\phi_q\,e^{-q(z-h)}\quad(z\ge h). \tag{4}$$

Modes superpose. For uniform charge $G(0)=h/\epsilon_1$, and for $qh\gg1$

$$G(q)\to\frac{1}{q(\epsilon_1+\epsilon_2)}. \tag{17}$$

The fraction of a mode's flux that enters the film is

$$s(q)=\frac{\epsilon_1\coth(qh)}{\epsilon_2+\epsilon_1\coth(qh)}. \tag{10}$$

Elsewhere $s$ is the height above the interface. The mean energy per area of a mode is $\tfrac14\sigma_q\phi_q$.

For layered films, define the loading $Y=\epsilon f'/f$. Then

$$G(q)=\frac{1}{\epsilon_2q+Y}, \tag{19}$$

with $Y$ taken just below the sheet; a uniform film has $Y=\epsilon_1q\coth(qh)$. A layer of thickness $t$ and permittivity $\epsilon'$ on a structure of loading $Y_1$ has, at its top,

$$Y_2=\epsilon'q\,\frac{Y_1+\epsilon'q\tanh(qt)}{\epsilon'q+Y_1\tanh(qt)}. \tag{21}$$

As $q\to0$ this becomes the series rule $1/Y_2=1/Y_1+t/\epsilon'$. For permittivity $\epsilon_\perp$ along $z$ and $\epsilon_\parallel$ in the plane,

$$Y=\sqrt{\epsilon_\perp\epsilon_\parallel}\;q\coth\!\left(qh\sqrt{\epsilon_\parallel/\epsilon_\perp}\right). \tag{22}$$

A point charge $Q$ on the interface gives, at lateral distance $r$ and height $s$,

$$v(r,s)=\frac{Q}{2\pi}\int_0^\infty qG(q)J_0(qr)e^{-qs}\,dq, \tag{25}$$

where $J_0$ is the Bessel function of order zero. Each plane wave in the charge responds with $G(q)e^{-qs}$.

Equation (2) was tested against finite elements, and the superposition of modes against a two-dimensional solution for a periodic pattern. The errors of both tests head the numerical output.

### Fluctuations from discrete charges

A real sheet consists of elementary charges $e$. Suppose that they sit independently of one another, with mean number density $N$. The number in a small area $dA$ then has variance $N\,dA$, and the variances of separate areas add. Let $v_e$ be the potential (25) for $Q=e$. At height $s$ the variance of the potential is

$$(\delta\phi)^2=N\int v_e^2\,d^2r=\frac{Ne^2}{2\pi}\int_0^\infty qG(q)^2e^{-2qs}\,dq, \tag{33}$$

where the second form uses Parseval's theorem. If $N$ varies along the sheet, the same expression with the mean density gives the laterally averaged variance.

At large $q$ the integrand is $e^{-2qs}/[q(\epsilon_1+\epsilon_2)^2]$, so the variance grows as the logarithm of $1/s$ when the observer approaches the sheet. A fluctuation therefore has to be quoted together with a height.

### Worked example: charge trapped on a low-k film

Take an organosilicate film that has been exposed to a plasma and not yet capped. Rough typical values are $k_1=2.7$ and $h=100$ nm, with air above, $k_2=1$. The trapped charge is positive and uneven:

$$\sigma(x)=\sigma_0\left[1+\cos(qx)\right],\qquad \sigma_0/e=10^{12}\ {\rm cm^{-2}}. \tag{34}$$

The period is 400 nm. In engineering units $\sigma_0=0.1602\ \mu$C/cm$^2$, which is $1.602\times10^{-3}$ C/m$^2$.

The uniform part gives

$$\frac{\sigma_0h}{\epsilon_1}=\frac{1.602\times10^{-3}\times10^{-7}}{2.7\times8.854\times10^{-12}}\ {\rm V}=6.70\ {\rm V}. \tag{35}$$

For the ripple, $q=2\pi/(400\ {\rm nm})=0.01571$ nm$^{-1}$, $qh=1.571$ and $\coth(qh)=1.0903$. The bracket in (2), in units of $\epsilon_0$, is $1+2.7\times1.0903=3.944$. Dividing (2) by $h/\epsilon_1$ shows how the ripple compares with the uniform part:

$$\phi_q=6.702\ {\rm V}\times\frac{2.7}{1.571\times3.944}=2.92\ {\rm V}. \tag{36}$$

The response is $G(q)=18.2$ V per $\mu$C/cm$^2$, against 41.8 V per $\mu$C/cm$^2$ for uniform charge. The potential runs from 3.78 V in the troughs, where the local charge is zero, to 9.62 V at the crests. The troughs are not at zero potential because they feel the charge beside them. If the film were so thick that the metal played no part, the ripple would be 3.11 V by (17). With the metal 100 nm below the surface it is about 6 % lower. By (10), 74.6 % of the ripple flux enters the film.

With $\sigma_0$, $h$ and the permittivities held fixed, the ripple depends on the period as follows.

| Period (nm) | $qh$ | Ripple (V) |
|---:|---:|---:|
| 50 | 12.57 | 0.389 |
| 100 | 6.28 | 0.778 |
| 200 | 3.14 | 1.55 |
| 400 | 1.57 | 2.92 |
| 800 | 0.785 | 4.50 |
| 1600 | 0.393 | 5.60 |
| 6400 | 0.098 | 6.45 |

The first rows double with the period, as (17) requires. The last approaches the uniform value 6.70 V from below.

### The largest field

In the film the uniform charge gives a downward field $a=\sigma_0/\epsilon_1$. The ripple adds a downward part $A\cos(qx)$ and a lateral part $B\sin(qx)$, with

$$A=q\phi_q\frac{\cosh(qz)}{\sinh(qh)},\qquad B=q\phi_q\frac{\sinh(qz)}{\sinh(qh)}<A. \tag{37}$$

The squared field is therefore bounded:

$$(a+A\cos qx)^2+B^2\sin^2qx\le a^2+2aA\cos qx+A^2\le(a+A)^2. \tag{38}$$

Equality holds at a crest, and $A$ is largest at $z=h$. The peak field is thus found just under the surface at a crest. There $a=0.670$ MV/cm. Since 1 V/nm is 10 MV/cm, $q\phi_q=0.01571\times2.921$ V/nm $=0.459$ MV/cm, and multiplication by 1.0903 gives $A=0.500$ MV/cm. The peak field of the smooth sheet is 1.17 MV/cm. Very close to a single elementary charge the field is larger: the field of one charge between two half-spaces, $e/[2\pi(\epsilon_1+\epsilon_2)R^2]$ at distance $R$, alone reaches this value at $R\approx2.6$ nm.

### What the model leaves out

*Discrete charge.* For the mean density $10^{12}$ cm$^{-2}$, equation (33) gives a laterally averaged rms deviation from the mean potential of 0.29 V at 5 nm above the surface and 0.20 V at 20 nm. The deviation is larger over the crests, where the charges are denser, and smaller over the troughs: at 5 nm it is 0.40 V and 0.09 V. The averaged value at 5 nm is about a tenth of the ripple amplitude at the surface. As a test, charges of uniform mean density were placed at random in a disc of radius 500 nm, 3000 times over, and the potential was taken 5 nm above its centre. The rms deviation from the mean was 0.289 V, against 0.288 V from (33).

*Damaged skin.* Plasma can raise the permittivity near the surface. Let the top 10 nm have $k=4.5$, with the total thickness unchanged. The mean potential then falls by 4.0 % and the ripple by 10.0 %. The mean follows from the series rule: $(90/2.7+10/4.5)/(100/2.7)=0.960$. For the ripple, (21) gives $Y/(\epsilon_0q)=3.38$ in place of $2.94$, so $G$ changes by the factor $3.94/4.38=0.90$. The ripple suffers more because its field near the surface also has a lateral part. Since $(\epsilon f')'=\epsilon q^2f$, the loading $Y=\epsilon f'/f$ obeys $Y'=\epsilon q^2-Y^2/\epsilon$. To first order in its thickness $t$, a skin of permittivity $\epsilon'$ therefore changes $Y$ at the surface by $t\left[(\epsilon'-\epsilon_1)q^2+Y^2(1/\epsilon_1-1/\epsilon')\right]$. In units of $\epsilon_0q$ the first term, from the lateral field, is 0.28, and the second, from the normal field, is 0.20. Their sum, 0.48, exceeds the change of 0.44 given by (21), because terms of higher order in $t$ are left out. The second alone would lower the ripple by about 5 %, close to the loss of the mean.

*Buried charge.* If the charge fills the top 5 nm evenly, the surface potential falls by 2.5 % for the mean and 4.2 % for the ripple. For two charge distributions in the same grounded structure, integration by parts gives $\int\rho_A\phi_B=\int\epsilon\nabla\phi_A\cdot\nabla\phi_B=\int\rho_B\phi_A$. A buried charge therefore acts on the surface as a surface charge acts at that depth. By (4) the loss to first order is $q\coth(qh)$ times the mean depth of 2.5 nm, or 4.3 %.

*Anisotropy.* An in-plane permittivity 10 % above the normal one leaves the mean unchanged and lowers the ripple by 2.6 %, in accord with (22).

*Field penetration into the metal.* A screening length of 0.06 nm, with permittivity $\epsilon_0$ inside the metal, raises the mean by 0.16 % and the ripple by 0.03 %.

*Breakdown and tunnelling.* The peak field of the smooth sheet is 0.23 of a rough breakdown field of 5 MV/cm. This comparison does not cover the local field within a few nanometres of a trapped charge, and under a crest that is much of the surface layer. With $2\times10^{12}$ independent charges per cm$^2$, about a third of the area lies within 2.6 nm of one. The normal field scatters by about 0.7 MV/cm rms at 2 nm depth, 0.3 MV/cm at 5 nm and 0.14 MV/cm at 10 nm. For a rough barrier of $\Phi=3$ eV between metal and film, an electron would have to cross a width $\Phi/(eF)\approx26$ nm at the peak field $F$. In the semiclassical approximation with the free-electron mass $m$, the probability is $e^{-S}$ with

$$S=\frac2\hbar\int_0^{\Phi/(eF)}\sqrt{2m(\Phi-eFy)}\,dy=\frac{4\sqrt{2m}\,\Phi^{3/2}}{3\hbar eF}\approx300. \tag{39}$$

Direct tunnelling from the metal through this barrier is negligible, the more so because the field at the metal is below the peak.

*Discharge and leakage.* The crest potential is 3 % of the rough least voltage for a discharge in air, 330 V. Leakage sets the time scale. At a rough current density of $10^{-9}$ A/cm$^2$ near 1 MV/cm, held constant, the charge $\sigma_0$ would drain in $1.602\times10^{-7}/10^{-9}\approx160$ s. This is only a scale, because the leakage depends on the field. Under a crest the field is 1.17 MV/cm at the surface, 0.96 MV/cm on average across the film and 0.87 MV/cm at the metal; under a trough the values are 0.17, 0.38 and 0.47 MV/cm. In many insulating films the current rises steeply with field. The crests can then drain first, and the time can move either way. If the average field or the field at the metal sets the current, it lies below the rough value from the start, and the decay can be much slower than the scale. If the surface field sets it, the first loss is faster. If the current under a crest were five times the rough value, the charge density there, $2\sigma_0$, would fall by a tenth in about $0.1\times3.204\times10^{-7}/(5\times10^{-9})\approx6$ s. With such a current the static result describes only the first few seconds, although the current then drops as the crest field falls.

### Relation to real films

The permittivity and thickness are of the usual order for organosilicate interlayer films. The trapped charge depends strongly on the process, and $10^{12}$ cm$^{-2}$ is an order-of-magnitude choice; all the potentials of the smooth sheet scale in proportion to it. The sinusoid and its period were chosen for clarity. Leakage aside, the damaged skin moves the ripple most among the departures sized here, by about a tenth, and discrete charge adds a scatter of similar size close to the surface. The skin, the buried charge and the anisotropy all lower the ripple. Their separate losses sum to about 17 %, but they do not simply add: charge buried in the skin loses less than charge buried in the undamaged film, and the three together lower the ripple by 14 to 16 %. For given charge, thickness and permittivity, the ripple of the simple model may thus be too high by some 15 to 20 %, and its third digit serves only to follow the arithmetic.

Two further departures are not sized. A capping layer replaces air by a higher permittivity, and (2) then applies if the cap is much thicker than $1/q$, here 64 nm. Thin caps do not meet this condition: for $k=5$ the ripple exceeds the value from (2) by 35 % at 30 nm, 12 % at 64 nm and 1.5 % at 128 nm. The term $\epsilon_2q$ in (19) must then be replaced by (21), taken for the cap with $Y_1=\epsilon_0q$. Metal lines inside the film break the assumption of a uniform film on a flat ground. Tall lines also couple through their sidewalls, so (2) should not be used as the capacitance between such lines. The full set of computed values is given in the numerical output.

## Numbers as computed

```
Largest relative error of G, finite elements: 9.2e-07
Relative error, two-dimensional pattern: 8.8e-05
INPUTS (rough typical values)
Relative permittivity: film 2.7, air 1.0
Film thickness: 100 nm; charge period: 400 nm
Charge number density sigma0/e: 1.0e+12 cm^-2
RESULTS
sigma0: 0.1602 uC/cm2
q: 0.01571 nm^-1; qh: 1.5708; coth(qh): 1.0903
G(q): 18.23 V per uC/cm2
G(0)=h/e1: 41.83 V per uC/cm2
Mean potential: 6.702 V
Ripple amplitude: 2.921 V
Crest potential: 9.623 V
Trough potential: 3.781 V
Ripple if ground were absent: 3.113 V
Share of ripple flux entering film: 74.6 %
Film field, mean part: 0.670 MV/cm
Film field, ripple part at crest: 0.500 MV/cm
Peak film field: 1.170 MV/cm
Ripple field in air at surface: 0.459 MV/cm
Ripple energy per area: 1.170 mJ/m2
RIPPLE AGAINST PERIOD (same sigma0)
Period 50 nm: qh 12.566, ripple 0.389 V
Period 100 nm: qh 6.283, ripple 0.778 V
Period 200 nm: qh 3.142, ripple 1.552 V
Period 400 nm: qh 1.571, ripple 2.921 V
Period 800 nm: qh 0.785, ripple 4.502 V
Period 1600 nm: qh 0.393, ripple 5.602 V
Period 6400 nm: qh 0.098, ripple 6.447 V
NEGLECTED EFFECTS (inputs rough)
Granular charge, rms potential 5 nm above: 0.288 V
Same from random placement: 0.289 V
Granular charge, rms potential 20 nm above: 0.197 V
Skin: 10 nm, relative permittivity 4.5
Burial depth: 5 nm, uniformly filled
Lateral/normal permittivity: 1.10
Metal screening length: 0.06 nm
Change by damaged skin: mean -4.00 %, ripple -10.05 %
Change by buried charge: mean -2.50 %, ripple -4.18 %
Change by anisotropic film: mean +0.00 %, ripple -2.62 %
Change by metal screening: mean +0.16 %, ripple +0.03 %
Breakdown field: 5 MV/cm
Peak field / breakdown field: 0.234
Tunnel barrier: 3.0 eV; width: 25.6 nm
Tunnelling exponent (free mass): 303
Least discharge voltage in air: 330 V
Crest potential / that voltage: 0.029
Leakage current density: 1e-09 A/cm2
Time to drain sigma0 at that leakage: 160 s
```
